\section*{Landau-Zener Passage at a Crossing of Bound and Repulsive States}

\section*{What is being asked}

\textbf{Q.} A photon has lifted a bond in a dielectric film into an excited state that is still bound. A repulsive state crosses it at a somewhat larger bond length. You want one number for what happens at the crossing. A number for what, precisely?

\textbf{A.} For the probability that the bond passes the crossing once and keeps its electronic character. Let $R$ be the bond length and let states 1 (bound) and 2 (repulsive) be diabatic: their character does not change with $R$. Their energies $E_1(R)$ and $E_2(R)$ cross at $R_c$, and a real coupling $V$ connects them:
\begin{equation}
H(R)=\begin{pmatrix}E_1(R)&V\\ V&E_2(R)\end{pmatrix}.
\end{equation}
I call $P$ the probability of leaving the crossing region in the diabatic state in which it was entered. For a molecule arriving on the bound curve, $P$ is the chance of staying bound on this passage, and $1-P$ is the chance of moving to the repulsive curve.

\textbf{Q.} With the coupling on, the energy levels do not cross at all. Does the question survive?

\textbf{A.} It does, but the two descriptions must be kept apart. The eigenvalues of $H$, the adiabatic energies, are
\begin{equation}
E_\pm=\frac{E_1+E_2}{2}\pm\sqrt{\frac{(E_1-E_2)^2}{4}+V^2}.
\end{equation}
Their smallest separation, at $E_1=E_2$, is $2V$. Going outward, the bound state lies below the repulsive one before the crossing and above it afterwards. Keeping the diabatic character therefore means jumping from the lower adiabatic level to the upper one. Following the lower level means changing from bound to repulsive.

\section*{From nuclear motion to a problem in time}

\textbf{Q.} The nuclei are quantum particles on two different curves. By what right do you give them one path?

\textbf{A.} By an approximation with conditions. Near $R_c$ I set $R-R_c=vt$ with one constant speed $v>0$. This needs a kinetic energy at $R_c$ well above $V$, a small change of that energy across the transition region, and no turning point nearby. I also replace the curves by their tangents and take $V$ constant. With forces $F_j=-dE_j/dR$ at $R_c$,
\begin{equation}
E_1-E_2=-(F_1-F_2)\,vt\equiv\alpha t,\qquad |\alpha|=v|F_1-F_2| .
\end{equation}
On the outward passage the bound curve rises, $F_1<0$, and the repulsive curve falls, $F_2>0$, so $\alpha>0$. If $\alpha$ were negative, exchanging the labels would make it positive. I use atomic units, $\hbar=1$, until the result is reached.

\textbf{Q.} What about the average energy, which also changes along the path?

\textbf{A.} It gives both states the same phase. Write the amplitudes as $a_j=c_j\exp(-i\int_0^tE_j\,dt')$. In $i\dot a_1=E_1a_1+Va_2$ the term $E_1a_1$ cancels, and what remains contains the energy difference alone, whose integral is $\alpha t^2/2$:
\begin{equation}
\dot c_1=-iVe^{i\alpha t^2/2}c_2,\qquad
\dot c_2=-iVe^{-i\alpha t^2/2}c_1 .
\label{eq:c}
\end{equation}
The evolution is unitary, so $|c_1|^2+|c_2|^2$ is constant.

\textbf{Q.} Must the calculation be done twice, once for each initial state?

\textbf{A.} No. Let $U$ be the $2\times2$ evolution matrix over some interval. Its first column is normalized, $|U_{11}|^2+|U_{21}|^2=1$, and so is its second row, $|U_{21}|^2+|U_{22}|^2=1$. Hence $|U_{11}|=|U_{22}|$: both states have the same survival probability. I may solve for whichever start is easier.

\section*{Solving the linear model}

\textbf{Q.} The coefficients depend on time. Is this the point where perturbation theory enters?

\textbf{A.} It is not needed. Differentiate the first equation of (\ref{eq:c}). The derivative of the exponential gives $i\alpha t\,\dot c_1$, and inserting $\dot c_2$ gives $(-iV)^2c_1=-V^2c_1$. Therefore
\begin{equation}
\ddot c_1-i\alpha t\,\dot c_1+V^2c_1=0 .
\label{eq:second}
\end{equation}
The factor $t$ appears to first power, which suggests a superposition of exponentials, $c_1=\int_C g(w)e^{iwt}dw$. The three terms of (\ref{eq:second}) become
\begin{equation}
\int_C\left[-w^2g+\alpha t\,wg+V^2g\right]e^{iwt}dw=0 .
\end{equation}
In the middle term use $te^{iwt}=-i\,d(e^{iwt})/dw$ and integrate by parts. If the integrand vanishes at the ends of $C$, that term becomes $i\alpha\int_C(wg)'e^{iwt}dw$. The equation holds if $i\alpha(wg)'+(V^2-w^2)g=0$, or
\begin{equation}
\frac{(wg)'}{wg}=\frac{i\gamma}{w}-\frac{iw}{\alpha},\qquad \gamma=\frac{V^2}{\alpha}.
\end{equation}
Integration gives $wg=w^{i\gamma}e^{-iw^2/2\alpha}$, and so
\begin{equation}
c_1(t)=\int_C w^{i\gamma-1}\exp\left(iwt-\frac{iw^2}{2\alpha}\right)dw .
\label{eq:int}
\end{equation}

\textbf{Q.} The integrand is singular at $w=0$. The path $C$ will decide the answer, so you had better fix it.

\textbf{A.} The path runs from left to right and passes below $w=0$. The branch cut lies on the positive imaginary axis. Thus $\arg w=0$ on the positive real axis and $\arg w=-\pi$ on the negative one. The ends of $C$ are turned clockwise by $\pi/4$. There $w^2=-i|w|^2$, the exponential falls as $e^{-|w|^2/2\alpha}$, and the boundary terms vanish as required.

This path selects one solution of (\ref{eq:second}). Its initial state has to be found, not assumed. The second amplitude follows from (\ref{eq:c}),
\begin{equation}
c_2=\frac iV e^{-i\alpha t^2/2}\,\dot c_1,
\label{eq:ctwo}
\end{equation}
where $\dot c_1$ is the integral (\ref{eq:int}) with $w^{i\gamma-1}$ replaced by $iw^{i\gamma}$.

\textbf{Q.} Then show me the distant past.

\textbf{A.} Both amplitudes need the integral with a power $w^p$, where $p=i\gamma-1$ or $p=i\gamma$. Move the path to the straight line $w=\alpha t+e^{-i\pi/4}u$, with $u$ real. Completing the square gives
\begin{equation}
iwt-\frac{iw^2}{2\alpha}=\frac{i\alpha t^2}{2}-\frac{i(w-\alpha t)^2}{2\alpha}
=\frac{i\alpha t^2}{2}-\frac{u^2}{2\alpha}.
\end{equation}
The integrand is now a Gaussian of width $\sqrt\alpha$ times $w^p$. For $t<0$ the line meets the imaginary axis at $-i\alpha|t|$, below the branch point, so this move crosses no singularity. For large $|t|$ the factor $w^p$ hardly varies across the Gaussian and can be taken at $w=\alpha t$. The Gaussian integral is $\sqrt{2\pi\alpha}$, hence
\begin{equation}
\left|\int_C w^p\,e^{iwt-iw^2/2\alpha}dw\right|\to\sqrt{2\pi\alpha}\,\left|(\alpha t)^p\right|,\qquad \arg(\alpha t)=-\pi .
\label{eq:past}
\end{equation}
With this argument, $|(\alpha t)^{i\gamma}|=|e^{i\gamma(-i\pi)}|=e^{\pi\gamma}$. For $c_1$ the power has an additional $-1$, so $|c_1|$ falls as $1/|t|$ and vanishes in the distant past. For $c_2$,
\begin{equation}
|c_2(-\infty)|^2=\frac{2\pi\alpha}{V^2}\,e^{2\pi\gamma}.
\end{equation}
The solution starts in state 2. Its norm is not one, which does not matter for a ratio.

\textbf{Q.} And for $t>0$ you will repeat this with $\arg(\alpha t)=0$?

\textbf{A.} That gives one part of the answer. The line through $\alpha t$ now meets the imaginary axis at $+i\alpha t$, on the cut. The original path becomes this line plus a loop: down the left side of the cut from $i\alpha t$, around $w=0$, and up the right side.

The Gaussian part has modulus $\sqrt{2\pi\alpha}\,|(\alpha t)^p|$, now with $|(\alpha t)^{i\gamma}|=1$. On the loop, $w=iy$ gives $e^{iwt}=e^{-yt}$, while the quadratic exponential has modulus one. The important values are $y\sim1/t$. For large $t$ the quadratic exponential can therefore be replaced by one, and the loop extended to infinity with an error of order $e^{-\alpha t^2}$. Substituting $s=iwt$ gives
\begin{equation}
\int_{\rm loop}w^pe^{iwt}dw=\left(\frac{e^{-i\pi/2}}{t}\right)^{p+1}\int s^pe^s\,ds ,
\label{eq:loop}
\end{equation}
where $s$ comes from $-\infty$ below the negative real axis, rounds zero and returns above it.

For $c_2$, $p=i\gamma$ and the loop contribution falls as $1/t$. The Gaussian part alone survives:
\begin{equation}
|c_2(+\infty)|^2=\frac{2\pi\alpha}{V^2}.
\end{equation}
The survival probability is the ratio
\begin{equation}
P=\frac{|c_2(+\infty)|^2}{|c_2(-\infty)|^2}=e^{-2\pi\gamma}.
\end{equation}

\textbf{Q.} So the entire exponent comes from an argument of $-\pi$. Had you passed above the branch point, you would have found growth.

\textbf{A.} That path gives a different solution of (\ref{eq:second}), which starts in both states and ends in state 2 alone. Its $|c_2|^2$ does grow, but the ratio is then no survival probability. For the path used here the result can be checked, because the missing probability must appear in state 1. There $p=i\gamma-1$, the Gaussian part falls as $1/t$, and the loop survives. To evaluate the $s$ integral, take first $\mathrm{Re}\,p>-1$ and collapse the path onto the axis. The lower side gives $e^{-i\pi p}\Gamma(p+1)$ and the upper side $-e^{i\pi p}\Gamma(p+1)$. Their sum is
\begin{equation}
-2i\sin(\pi p)\,\Gamma(p+1)=\frac{2\pi i}{\Gamma(-p)},
\end{equation}
by the reflection formula $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$ at $z=-p$. Both sides continue analytically to $p=i\gamma-1$. The prefactor in (\ref{eq:loop}) then has modulus $|e^{-i\pi(i\gamma)/2}|=e^{\pi\gamma/2}$, so
\begin{equation}
|c_1(+\infty)|^2=\frac{4\pi^2e^{\pi\gamma}}{|\Gamma(1-i\gamma)|^2}
=\frac{4\pi e^{\pi\gamma}\sinh\pi\gamma}{\gamma}.
\end{equation}
The last step uses $|\Gamma(1-i\gamma)|^2=i\gamma\,\Gamma(i\gamma)\Gamma(1-i\gamma)=\pi\gamma/\sinh\pi\gamma$. Since $|c_2(-\infty)|^2=2\pi e^{2\pi\gamma}/\gamma$, the transferred fraction is
\begin{equation}
2e^{-\pi\gamma}\sinh\pi\gamma=1-e^{-2\pi\gamma}=1-P .
\end{equation}
The loop and the Gaussian are separate pieces of the integral, and together they conserve probability.

For $\gamma=0.3$ and $\alpha=1$, direct evaluation of the integral at $t=0$ gives a norm of 137.938. The past limit of $|c_2|^2$ has the same value, and the two future limits, 20.944 and 116.994, add up to it. A separate test carried the contour solution from a negative to a positive time with (\ref{eq:c}); the relative error was about $2\times10^{-12}$.

\textbf{Q.} Put $\hbar$ back.

\textbf{A.} In (\ref{eq:c}), $V$ becomes $V/\hbar$ and $\alpha$ becomes $\alpha/\hbar$. Thus $\gamma=V^2/(\hbar\alpha)$ and
\begin{equation}
P=\exp\left[-\frac{2\pi V^2}{\hbar v|F_1-F_2|}\right].
\label{eq:LZ}
\end{equation}
Here $V$ is half the smallest adiabatic gap. In terms of the full gap $\Delta=2V$, the exponent is $-\pi\Delta^2/(2\hbar v|F_1-F_2|)$.

\section*{Limits}

\textbf{Q.} Does it agree with ordinary perturbation theory when the coupling is weak?

\textbf{A.} Start in state 1 and set $c_1=1$ in the second equation of (\ref{eq:c}). The first-order amplitude is a Fresnel integral, in atomic units
\begin{equation}
c_2(+\infty)=-iV\int_{-\infty}^{\infty}e^{-i\alpha t^2/2}dt=-iV\sqrt{\frac{2\pi}{\alpha}}\,e^{-i\pi/4}.
\end{equation}
Its squared modulus is $2\pi\gamma$, the first term in the expansion of $1-P$. The next term is $-(2\pi\gamma)^2/2$, a relative reduction of $\pi\gamma$. At $\gamma=0.001$ this is about $0.3\%$; time integration gives $1-P=0.006263$, against $0.006283$ in first order.

\textbf{Q.} I would have expected a fast molecule to break more readily. Your formula says it changes curve less often.

\textbf{A.} Per passage, yes. The phase in (\ref{eq:c}) stays nearly stationary for a time of order $\sqrt{\hbar/\alpha}$, and a faster sweep shortens that time. The coupling then transfers less amplitude, and $P\to1$.

In a slow sweep the adiabatic gap stays near $2V$ for a time of about $2V/\alpha$. The phase between the adiabatic states accumulated meanwhile is about $4V^2/(\hbar\alpha)=4\gamma$. When it is large, contributions to a jump between adiabatic levels largely cancel, and $P$ is small. The molecule follows the lower level, which turns from bound to repulsive.

\textbf{Q.} So at zero speed the transfer is certain?

\textbf{A.} In the linear model $P\to0$ as $\alpha\to0^+$. For a real molecule you cannot carry that limit through by lowering the kinetic energy at $R_c$ to zero. The turning point then reaches the crossing, the speed is no longer constant in the transition region, and the derivation loses its basis.

\textbf{Q.} The infinite time interval is just as unreal.

\textbf{A.} It stands for a passage that begins and ends far outside the transition region. At finite time the adiabatic and diabatic states still differ by a mixing of order $V/(\alpha|t|)$. The numerical integrations therefore start and finish in adiabatic states, which become diabatic in the limit. Over a long finite interval they give $P=0.7304$, $0.2846$ and $0.0432$ for $\gamma=0.05$, $0.2$ and $0.5$, in agreement with $e^{-2\pi\gamma}$ to these digits.

\section*{A model bond}

\textbf{Q.} Real curves bend. Give me a case in which the straight lines could fail.

\textbf{A.} Take a model bond with reduced mass 10 u and
\begin{align}
E_1&=D\left(1-y\right)^2, & E_2&=E_\infty+Ay, & y&=e^{-a(R-R_m)} ,
\end{align}
with $D=4$ eV, $A=3$ eV, $E_\infty=-1$ eV, $a=1.5$ \AA$^{-1}$ and $R_m=1.8$ \AA. The coupling is $V=0.15$ eV and the total energy 3 eV. These are chosen parameters and represent no particular material.

Equating the energies gives $4y^2-11y+5=0$, with roots $y=(11\pm\sqrt{41})/8$. The larger root exceeds 2, so its crossing lies above 4 eV and is classically out of reach. The smaller gives $R_c=2.169$ \AA\ and a crossing energy of 0.724 eV. The derivatives are
\begin{equation}
F_1=-2Da\,y(1-y)=-2.933\ \mathrm{eV/\mbox{\AA}},\qquad F_2=aAy=2.586\ \mathrm{eV/\mbox{\AA}},
\end{equation}
so $|F_1-F_2|=5.519$ eV/\AA. The kinetic energy is $3-0.724=2.276$ eV, which for this mass means $v=0.0663$ \AA/fs. The sweep rate is $\alpha=v|F_1-F_2|=0.366$ eV/fs, and
\begin{equation}
\frac{2\pi V^2}{\hbar\alpha}=\frac{2\pi(0.15)^2}{0.6582\times0.3658}=0.587,\qquad P=e^{-0.587}=0.556 .
\end{equation}

\textbf{Q.} Before interpreting that, check your own conditions.

\textbf{A.} The ratio of $V$ to the kinetic energy is 0.066. In the time $\sqrt{\hbar/\alpha}=1.34$ fs the bond lengthens by 0.089 \AA. This is short compared with $1/a$, the range of the curves, and with the distances to the turning points: almost 1 \AA\ to the outer one of the bound curve at 3.14 \AA, and 0.56 \AA\ to the nearest one, the inner turning point of the repulsive curve at $y=4/3$, $R=1.61$ \AA. Over that length the bound curve changes the kinetic energy by about $11\%$ of its value at the crossing. The conditions are met, though not by an enormous margin.

\textbf{Q.} Meeting rough conditions is no proof of accuracy.

\textbf{A.} So the classical path was removed. Quantum wave packets were propagated on both full curves, starting at 1.7 \AA\ on the lower adiabatic level with a mean energy close to 3 eV and a standard deviation of about 0.4 eV. After 15.8 fs the weight on the upper level outside the crossing was taken as $P$:
\begin{center}
\begin{tabular}{ccc}
$V$ (eV) & $P$, wave packet & $P$, formula\\
0.08 & 0.845 & 0.846\\
0.15 & 0.553 & 0.556\\
0.25 & 0.195 & 0.196
\end{tabular}
\end{center}
The differences are below 0.003 in probability, well inside the 0.03 allowed in the test. The packets lie slightly below the formula in all three cases. Each packet value is an average over the energies in the packet, while the formula is evaluated at 3 eV alone, so the table does not test the formula at one sharp energy. The causes of the small differences were not separated. An error of a factor of two in the exponent would be visible: half the exponent at $V=0.15$ eV would give $\sqrt{0.556}=0.746$.

\textbf{Q.} Then 44\% of the excited bonds break?

\textbf{A.} In this model, 44\% move to the repulsive curve on the first outward passage. That curve is open at 3 eV, since its limit is $-1$ eV. The other 56\% stay on the bound curve, whose limit of 4 eV is closed to them. They turn back and meet the crossing again. More population escapes on later passages. The repulsive curve is the only open channel and the model contains no relaxation, so the dissociated fraction does not stop at 44\% but keeps growing with time. The later passages, including interference between amplitudes that arrive by different routes, set how fast the bound population drains. In a film the yield is decided by the competition of this escape with electronic relaxation and the response of the surrounding network, which this two-state model leaves out.

\textbf{Q.} And if the photon leaves more energy in the bond?

\textbf{A.} At fixed curves and coupling, energy enters (\ref{eq:LZ}) through $v$. At total energies of 2.0, 3.0 and 3.8 eV the speeds are 0.050, 0.066 and 0.077 \AA/fs, and the formula gives $P=0.46$, $0.56$ and $0.60$. The transfer on a single passage falls from 54\% to 40\%. This is no statement about the total damage, which also depends on how many photons are absorbed and how often each excited bond returns to the crossing. The numerical output lists these values with the others used here.

\section*{Computed results}
\begin{verbatim}
Linear model: gamma, P integrated, P formula
  0.05  0.73040  0.73040
  0.20  0.28460  0.28461
  0.50  0.04322  0.04321
Weak coupling, gamma = 0.001:
  1-P integrated = 0.006263
  first-order 2 pi gamma = 0.006283
Contour integral, gamma = 0.3, alpha = 1:
  relative propagation error = 1.8e-12
  norm at t = 0: 137.93816
  past |c2|^2 limit: 137.93816
  future |c2|^2 limit: 20.94395
  future |c1|^2 limit: 116.99421
Example: inputs
  reduced mass = 10.0 u
  Morse depth = 4.0 eV, minimum = 1.8 angstrom
  range parameter = 1.5 1/angstrom
  repulsive amplitude = 3.0 eV
  repulsive limit = -1.0 eV
  total energy = 3.0 eV, V = 0.15 eV
Example: crossing
  R_c = 2.1694 angstrom, E_c = 0.7238 eV
  F1 (bound) = -2.9332 eV/angstrom
  F2 (repulsive) = 2.5857 eV/angstrom
  |F1-F2| = 5.5189 eV/angstrom
  kinetic energy = 2.2762 eV
  speed = 0.06627 angstrom/fs
  sweep rate = 0.3658 eV/fs, hbar = 0.658212 eV fs
  outer turning point = 3.1401 angstrom
  sqrt(hbar/alpha) = 1.341 fs
  length covered in that time = 0.0889 angstrom
  V/|F1-F2| = 0.0272 angstrom
  V/kinetic energy = 0.0659
  |F1| length/kinetic = 0.1146
  exponent = 0.5872 (from atomic units 0.5872)
  P = 0.5559, 1-P = 0.4441
Wave packets: start 1.7 angstrom, width 0.07 angstrom
  propagation time = 15.83 fs
  V (eV), P packet, P formula, weight still inside
  0.08  0.8446  0.8462  6.2e-11
  0.15  0.5531  0.5559  3.0e-11
  0.25  0.1949  0.1957  8.5e-12
Formula at V = 0.15 eV: total energy (eV), speed (angstrom/fs), P
  2.0  0.04962  0.4565
  3.0  0.06627  0.5559
  3.8  0.07705  0.6034
\end{verbatim}
